# Why a local electron-gas self-energy needs gapped screening to open gaps: test program

```python
"""Result under test: an electron-gas self-energy used as a local approximation
barely changes a Kohn-Sham gap g when the screening is metallic, because
exchange and correlation cancel near the Fermi momentum. Gapped screening
leaves a tail 1/(eps0 r), hence a term g ln(1/g)/(pi kF eps0) in the opening.

Symbols (Hartree atomic units): KF Fermi momentum, MU = KF^2/2, WP plasma
frequency, g gap between the band edges MU-g/2 and MU+g/2, gap (Delta)
absorption threshold of the screening (0 = metal), eps0 its static dielectric
constant, W screened interaction, W_c = W minus the bare interaction.
G is the free-electron Green's function; Sigma is evaluated on shell.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad

PI = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
RS = 2.0
KF = (9 * PI / 4) ** (1 / 3) / RS
MU = KF**2 / 2
WP = np.sqrt(3 / RS**3)


def panels(edges, order):
    """Composite Gauss-Legendre nodes and weights."""
    x, w = np.polynomial.legendre.leggauss(order)
    edges = np.asarray(edges, dtype=float)
    half = np.diff(edges)[:, None] / 2
    nodes = edges[:-1, None] + half * (x + 1)
    return nodes.ravel(), (half * w).ravel()


def frequency_grid(order):
    """Logarithmic grid for integrals over imaginary frequency."""
    y, w = panels(np.linspace(np.log(1e-8), np.log(1e5), 16), order)
    return np.exp(y), w * np.exp(y)


def lindhard_part(z):
    """z/2 + (1-z^2)/4 ln((z+1)/(z-1)), with its series at large |z|."""
    z = np.asarray(z, dtype=complex)
    large = np.abs(z) > 10
    far = np.where(large, z, 10.0)
    series = np.zeros_like(far)
    for n in reversed(range(10)):
        series = series / far**2 + 1 / ((2 * n + 1) * (2 * n + 3))
    series = series / far
    near = np.where(large, 2j, z)
    closed = near / 2 + (1 - near**2) / 4 * np.log((near + 1) / (near - 1))
    return np.where(large, series, closed)


def dielectric(q, z, gap):
    """RPA dielectric function, absorption shifted by w^2 -> w^2 - gap^2."""
    z = np.asarray(z, dtype=complex)
    if gap > 0:
        root = np.sqrt(z * z - gap**2)
        z = np.where(root.imag < 0, -root, root)
    a, x = z / (q * KF), q / (2 * KF)
    chi = KF**2 / (PI**2 * q) * (lindhard_part(a - x) - lindhard_part(a + x))
    return 1 - 4 * PI / q**2 * chi


def correlation_w(gap):
    return lambda q, z: (4 * PI / q**2 * (1 / dielectric(q, z, gap) - 1)).real


def sigma_contour(k, w_func, order=12):
    """On-shell GW integral: imaginary axis plus enclosed poles of G."""
    energy, d = k * k / 2, abs(k - KF)
    fine = d * 2.0 ** np.arange(25)
    edges = np.unique(np.concatenate([
        [0, 2 * k, k + KF, 2 * KF], fine[fine < 1.6 * KF],
        2.2 * KF * 1.5 ** np.arange(9)]))
    q, wq = panels(edges, order)
    u, wu = frequency_grid(order)
    low = q**2 / 2 - k * q
    angle_log = np.log1p(2 * k * q[:, None]**3 / (low[:, None]**2 + u**2))
    on_axis = w_func(q[:, None], 1j * u[None, :]) * angle_log
    axis_part = np.sum(wq * q * (on_axis @ wu)) / (8 * PI**3 * k)

    sign = 1 if k > KF else -1
    bottom = np.maximum(min(MU, energy), (k - q)**2 / 2)
    top = np.minimum(max(MU, energy), (k + q)**2 / 2)
    keep = top > bottom
    q, wq, bottom, top = q[keep], wq[keep], bottom[keep], top[keep]
    x, wx = np.polynomial.legendre.leggauss(2 * order)
    width = top - bottom
    e = bottom[:, None] + width[:, None] * (x + 1) / 2
    inner = w_func(q[:, None], np.abs(e - energy) + 1e-10j) @ wx / 2
    pole_part = sign * np.sum(wq * q * width * inner) / (4 * PI**2 * k)
    return axis_part + pole_part


def sigma_exchange(k):
    log = np.log(abs((KF + k) / (KF - k)))
    return -KF / PI * (1 + (KF**2 - k**2) / (2 * k * KF) * log)


def gap_change(g, gap, order=12):
    """Exchange, correlation and total change of the gap g."""
    upper, lower = np.sqrt(KF**2 + g), np.sqrt(KF**2 - g)
    w_func = correlation_w(gap)
    exchange = sigma_exchange(upper) - sigma_exchange(lower)
    correlation = (sigma_contour(upper, w_func, order)
                   - sigma_contour(lower, w_func, order))
    return exchange, correlation, exchange + correlation


def edge_kernel(xi, u, half_gap):
    """Weight of W(iu) in the upper-edge self-energy at a Bragg plane."""
    e = np.sqrt(xi**2 + half_gap**2)
    plus = e + half_gap
    minus = xi**2 / plus
    return xi**2 / (2 * e) * (1 / (minus**2 + u**2) - 1 / (plus**2 + u**2))


def bragg_extra(g, gap, order=8):
    """Extra opening at a flat Bragg plane: metallic -> gapped W."""
    q, wq = panels([0, .02, .05, .1, .2, .4, .8, 1.6, 3, 6, 12], order)
    c, wc = panels([0, .01, .05, .2, .5, 1], order)
    u, wu = frequency_grid(order)
    z = 1j * u[None, :]
    delta_w = correlation_w(gap)(q[:, None], z) - correlation_w(0)(q[:, None], z)
    xi = KF * q[:, None, None] * c[None, :, None]
    kernel = edge_kernel(xi, u[None, None, :], g / 2)
    return np.einsum("q,c,u,qu,qcu->", wq * q**2, wc, wu,
                     delta_w, kernel, optimize=True) / PI**3


EPS0 = 12.0
DELTA = WP / np.sqrt(EPS0 - 1)
DELTA_WEAK = WP / np.sqrt(6.0 - 1)

# Contour routine against an explicit sum over poles for a one-pole W.
OMEGA = 0.6


def one_pole_w(q, z):
    return (4 * PI * np.exp(-q**2) * OMEGA**2 / (OMEGA**2 - z**2)).real


def sigma_pole_sum(k):
    energy = k * k / 2

    def integrand(q):
        first, last = (k - q)**2 / 2, (k + q)**2 / 2
        middle = min(max(MU, first), last)
        filled = np.log((energy - first + OMEGA) / (energy - middle + OMEGA))
        empty = -np.log((last - energy + OMEGA) / (middle - energy + OMEGA))
        return -q * 4 * PI * np.exp(-q**2) * OMEGA / 2 * (filled + empty)

    value = quad(integrand, 1e-10, 8, points=[abs(k - KF), k + KF],
                 limit=300, epsabs=1e-10)[0]
    return value / (4 * PI**2 * k)


pole_error = 0.0
for k_test in (np.sqrt(KF**2 + 0.18), np.sqrt(KF**2 - 0.18)):
    pole_error = max(pole_error, abs(sigma_contour(k_test, one_pole_w)
                                     - sigma_pole_sum(k_test)))
assert pole_error < 1e-5, pole_error

# Gapped dielectric function against an integral over its absorption.
q_test, u_test = 0.5, 0.3
edge1, edge2 = KF * q_test - q_test**2 / 2, KF * q_test + q_test**2 / 2


def absorption(w):
    s = np.sqrt(max(w * w - DELTA**2, 0.0))
    if s < edge1:
        return 2 * s / q_test**3
    return max(KF**2 - (s / q_test - q_test / 2)**2, 0.0) / q_test**3


w1, w2 = np.hypot(DELTA, edge1), np.hypot(DELTA, edge2)
eps_integral = 1 + 2 / PI * quad(
    lambda w: w * absorption(w) / (w * w + u_test**2), DELTA, w2, points=[w1])[0]
eps_formula = dielectric(q_test, 1j * u_test, DELTA).real
assert abs(eps_integral / eps_formula - 1) < 1e-6
sum_rule = quad(lambda w: w * absorption(w), DELTA, w2, points=[w1])[0]
assert abs(sum_rule / (PI * WP**2 / 2) - 1) < 1e-6

# Long-wavelength static limits: a tail in the insulator, none in the metal.
eps_small_q = dielectric(1e-3, 1e-10j, DELTA).real
assert abs(eps_small_q / EPS0 - 1) < 1e-3
w_metal = 4 * PI / 1e-2**2 / dielectric(1e-2, 1e-10j, 0).real
w_metal_limit = 4 * PI / (4 * KF / PI)
assert abs(w_metal / w_metal_limit - 1) < 1e-3

# Bragg-plane kernel against explicit inversion of the two-wave Hamiltonian.
half = 0.08
upper_state = np.array([1, 1]) / np.sqrt(2)
lower_state = np.array([1, -1]) / np.sqrt(2)
for xi_test, freq in ((0.03, 0.02), (0.2, 0.1), (-0.5, 0.7)):
    h = np.array([[xi_test, half], [half, -xi_test]])
    g_up = np.linalg.inv((half + 1j * freq) * np.eye(2) - h)
    g_low = np.linalg.inv((-half + 1j * freq) * np.eye(2) - h)
    direct = (-(upper_state @ g_up @ upper_state)
              + lower_state @ g_low @ lower_state).real
    assert abs(direct - 2 * edge_kernel(xi_test, freq, half)) < 1e-10

# Gap changes and the fate of the exchange logarithm.
G_SMALL, G_TINY = 0.02, 0.005
metal = gap_change(G_SMALL, 0)
gapped = gap_change(G_SMALL, DELTA)
weak = gap_change(G_SMALL, DELTA_WEAK)
metal_wide = gap_change(DELTA, 0)
gapped_wide = gap_change(DELTA, DELTA)
metal_tiny = gap_change(G_TINY, 0)
gapped_tiny = gap_change(G_TINY, DELTA)
log_predicted = np.log(G_SMALL / G_TINY) / (PI * KF * EPS0)
log_gapped = gapped_tiny[2] / G_TINY - gapped[2] / G_SMALL
log_metal = metal_tiny[2] / G_TINY - metal[2] / G_SMALL
assert abs(log_gapped / log_predicted - 1) < 0.10, (log_gapped, log_predicted)
assert abs(log_metal) < 0.25 * log_predicted, (log_metal, log_predicted)
assert abs(metal[2]) < 0.05 * metal[0], metal
assert gapped[2] > 2 * abs(metal[2]), (gapped, metal)
assert weak[2] > gapped[2]
assert gapped_wide[2] > metal_wide[2]
convergence = max(abs(gap_change(G_SMALL, s, 18)[2] - r[2])
                  for s, r in ((0, metal), (DELTA, gapped)))
assert convergence < 2e-3 * G_SMALL, convergence

bragg_small = bragg_extra(G_SMALL, DELTA)
bragg_wide = bragg_extra(DELTA, DELTA)
for g_value, coarse in ((G_SMALL, bragg_small), (DELTA, bragg_wide)):
    refined = bragg_extra(g_value, DELTA, 12)
    assert coarse > 0 and abs(refined / coarse - 1) < 0.01, (coarse, refined)


def show(label, value, unit="hartree", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}")


show("density parameter r_s", RS, "bohr", 2)
show("Fermi momentum", KF, "1/bohr", 4)
show("Fermi energy", MU)
show("plasma frequency", WP)
show("chosen eps0", EPS0, "(no unit)", 1)
show("screening gap Delta", DELTA)
show("screening gap Delta", DELTA * HARTREE_EV, "eV", 3)
show("eps at q=0.001, gapped", eps_small_q, "(no unit)", 3)
show("metal static W at q=0.01", w_metal, "hartree bohr^3", 3)
for name, g_value, result in (
        ("g=0.02, metal", G_SMALL, metal),
        ("g=0.02, eps0=12", G_SMALL, gapped),
        ("g=0.02, eps0=6", G_SMALL, weak),
        ("g=Delta, metal", DELTA, metal_wide),
        ("g=Delta, eps0=12", DELTA, gapped_wide)):
    show(name + ", exchange", result[0])
    show(name + ", correlation", result[1])
    show(name + ", net gap change", result[2])
    show(name + ", net gap change", result[2] * HARTREE_EV, "eV", 4)
    show(name + ", net change / g", result[2] / g_value, "(no unit)", 4)
show("log term g=0.005 vs 0.02, predicted", log_predicted, "(no unit)")
show("log term, gapped, computed", log_gapped, "(no unit)")
show("same difference, metal", log_metal, "(no unit)")
show("plane-wave extra, g=0.02", gapped[2] - metal[2])
show("plane-wave extra, g=Delta", gapped_wide[2] - metal_wide[2])
show("Bragg-plane extra, g=0.02", bragg_small)
show("Bragg-plane extra, g=0.02", bragg_small * HARTREE_EV, "eV", 4)
show("Bragg-plane extra, g=Delta", bragg_wide)
show("Bragg-plane extra, g=Delta", bragg_wide * HARTREE_EV, "eV", 4)
print(f"one-pole test, largest error: {pole_error:.1e} hartree")
print(f"quadrature change on refinement: {convergence:.1e} hartree")
print("ALL CHECKS PASSED")
```

Printed output:

```
density parameter r_s: 2.00 bohr
Fermi momentum: 0.9596 1/bohr
Fermi energy: 0.46040 hartree
plasma frequency: 0.61237 hartree
chosen eps0: 12.0 (no unit)
screening gap Delta: 0.18464 hartree
screening gap Delta: 5.024 eV
eps at q=0.001, gapped: 12.000 (no unit)
metal static W at q=0.01: 10.285 hartree bohr^3
g=0.02, metal, exchange: 0.03461 hartree
g=0.02, metal, correlation: -0.03445 hartree
g=0.02, metal, net gap change: 0.00015 hartree
g=0.02, metal, net gap change: 0.0042 eV
g=0.02, metal, net change / g: 0.0077 (no unit)
g=0.02, eps0=12, exchange: 0.03461 hartree
g=0.02, eps0=12, correlation: -0.03103 hartree
g=0.02, eps0=12, net gap change: 0.00358 hartree
g=0.02, eps0=12, net gap change: 0.0974 eV
g=0.02, eps0=12, net change / g: 0.1789 (no unit)
g=0.02, eps0=6, exchange: 0.03461 hartree
g=0.02, eps0=6, correlation: -0.02820 hartree
g=0.02, eps0=6, net gap change: 0.00641 hartree
g=0.02, eps0=6, net gap change: 0.1745 eV
g=0.02, eps0=6, net change / g: 0.3206 (no unit)
g=Delta, metal, exchange: 0.18506 hartree
g=Delta, metal, correlation: -0.18406 hartree
g=Delta, metal, net gap change: 0.00100 hartree
g=Delta, metal, net gap change: 0.0272 eV
g=Delta, metal, net change / g: 0.0054 (no unit)
g=Delta, eps0=12, exchange: 0.18506 hartree
g=Delta, eps0=12, correlation: -0.16425 hartree
g=Delta, eps0=12, net gap change: 0.02081 hartree
g=Delta, eps0=12, net gap change: 0.5662 eV
g=Delta, eps0=12, net change / g: 0.1127 (no unit)
log term g=0.005 vs 0.02, predicted: 0.03832 (no unit)
log term, gapped, computed: 0.03841 (no unit)
same difference, metal: 0.00005 (no unit)
plane-wave extra, g=0.02: 0.00342 hartree
plane-wave extra, g=Delta: 0.01981 hartree
Bragg-plane extra, g=0.02: 0.00924 hartree
Bragg-plane extra, g=0.02: 0.2515 eV
Bragg-plane extra, g=Delta: 0.03101 hartree
Bragg-plane extra, g=Delta: 0.8437 eV
one-pole test, largest error: 7.7e-10 hartree
quadrature change on refinement: 1.2e-09 hartree
ALL CHECKS PASSED
```
